Why wavevector goes to zero before frequency in Green-Kubo heat transport

**A conductivity that disappears**

Consider a model solid with thermal conductivity κ = 154 W/(m K). Take the component of its energy current that varies in space with a period of 10 μm and points along its own wavevector. At an angular frequency of 1 rad/ns, the real part of the Green-Kubo response computed from this current is 0.9989 κ. Lowering the frequency towards the static limit ought to improve the answer. Instead, the result is 0.875 κ at 0.1 rad/ns, 0.065 κ at 0.01 rad/ns and 0.0007 κ at 0.001 rad/ns.

Now hold the frequency at 1 rad/ns and lengthen the period. The result is 0.067 κ at 1 μm, 0.9989 κ at 10 μm and 0.9999 κ at 100 μm. One order of limits destroys the conductivity and the other recovers it. Three contributions decide the matter: energy storage, microscopic memory and the finite phonon path.

**Definitions and assumptions**

The system is classical, stationary and isotropic, with a finite κ. Energy is its only slow variable: there is no convection, and coupling to sound is neglected. Fourier components are defined with exp(−iq·r), so that energy conservation, ∂e/∂t + ∇·j = 0, becomes

ė_q = −iq j_q,

where j_q is the longitudinal current, the component along q. The wavevector-dependent Green-Kubo response is

κ(q,ω) = [1/(k_B T² V)] ∫₀^∞ dt e^{iωt} ⟨j_q(t) j_{−q}(0)⟩.

The correlation is real and even in time, so the full current spectrum per volume is 2k_B T² Re κ(q,ω). Vanishing zero-frequency spectral weight therefore means Re κ(q,0) = 0.

**First contribution: storage**

Solve the conservation law for the current, j_q = (i/q) ė_q, and integrate over time:

∫₀^t j_q dt' = (i/q)[e_q(t) − e_q(0)].

At nonzero q, the transferred energy is fixed by the change in stored energy. Since |a − b|² ≤ 2|a|² + 2|b|², and since the variance of e_q does not depend on time,

⟨|∫₀^t j_q dt'|²⟩ ≤ 4⟨|e_q|²⟩/q².

The left side can also be written through the current correlation. For a stationary, even correlation it equals 2∫₀^t (t − t')⟨j_q(t') j_{−q}(0)⟩ dt'. If the correlation decays fast enough, this grows at long times as

2t ∫₀^∞ ⟨j_q(t') j_{−q}(0)⟩ dt' = 2k_B T² V κ(q,0) t.

A bounded quantity cannot grow linearly, so κ(q,0) = 0 for every q ≠ 0. At q = 0 the argument has no hold: the total energy e_0 is constant and says nothing about the total current. In a periodic cell, energy can circulate without piling up anywhere, and the variance grows as 2k_B T² κ V t.

Periodicity matters here. With insulating walls, partial integration gives (d/dt)∫x e d³r = −∫x ∇·j d³r = ∫j_x d³r. The total current is then the derivative of an energy dipole, which has a bounded variance in a finite box. Its complete time integral vanishes even at q = 0, so the walls must recede before the time becomes infinite.

Molecular dynamics shows the two behaviours without assuming diffusion. The system is a periodic chain of 128 particles with harmonic bonds and quartic on-site potentials, in reduced units with k_B = T = 1. The growth at q = 0 between t = 20 and t = 60 gives κ ≈ 2.68, and the sampled energy variance per site is 0.843 (the exact long-wavelength value from the transfer matrix is 0.858, so the sampling error is about 2%). At the smallest nonzero wavevector, q = 0.0491, diffusion predicts a transfer variance per site of

(2 × 0.843/q²)[1 − exp(−t/131)].

The factor 2 × 0.843/q² is about 700. The remaining factor is 0.534 at t = 100 and 0.953 at t = 400, which gives 374 and 667. The simulation gives 369 and 670. At q = 0 it gives 503 and 2248 at the same times. The growth between these two times corresponds to κ ≈ 2.9. The slope is still rising at t = 20, so 2.68 is low by roughly 10%. With κ = 2.9 the same formula gives about 394 at t = 100. The close match above is partly a cancellation between the low κ and the neglected microscopic delay, and the agreement should not be read more finely than about 10%. The uniform transfer keeps growing while the modulated one saturates.

**The same contribution in time**

Let φ(t) be the energy correlation divided by its initial value. At long wavelengths that initial value is V k_B T² C, where C is the heat capacity per volume. Since ė_{−q} = +iq j_{−q}, we have ⟨ė_q(t) ė_{−q}(0)⟩ = q²⟨j_q(t) j_{−q}(0)⟩. Stationarity makes the left side equal to minus the second time derivative of the energy correlation, so

⟨j_q(t) j_{−q}(0)⟩ = −V k_B T² C φ''(t)/q².

Define K(q,t) as the Green-Kubo integral at ω = 0, stopped at time t. Energy is even and current is odd under time reversal, so ⟨j_q e_{−q}⟩ = 0 at equal times and φ'(0) = 0. Hence

K(q,t) = −(C/q²) φ'(t).

After the microscopic relaxation time τ, a long-wavelength fluctuation decays diffusively, φ ≈ e^{−Γt}, with Γ = Dq² and D = κ/C. Then φ' = −Γe^{−Γt}, and

K(q,t) ≈ (C/q²) Dq² e^{−Γt} = κ e^{−Γt}.

The integral first rises to about κ through fast microscopic correlations and then loses everything it gained. The loss comes from a negative tail in the current correlation: a spontaneous current piles up energy in some places and depletes it in others, and the resulting temperature gradient drives energy back.

The tail is the slope of K, −κΓe^{−Γt}. If the fast part starts at height κ/τ, the relative height of the tail is −Γτ e^{−Γt}. For the 10 μm period, Γτ = 3.032 × 10⁻⁴, so at t = 1/Γ the expected value is −3.032 × 10⁻⁴/e = −1.115 × 10⁻⁴. The computed value is −1.116 × 10⁻⁴.

As q → 0, the tail becomes lower in proportion to q² and longer in proportion to 1/q². At any fixed time it disappears, but its area stays close to −κ. This is why the limits do not commute. Taking q → 0 first moves the tail beyond every finite time. Integrating to infinite time first always includes it.

**Separating conduction from storage**

The two effects can be separated by defining a diffusivity D(q,s) through the Laplace transform of φ:

φ̃(s) = 1/[s + q²D(q,s)], s = −iω + 0⁺.

The transform of φ'' is s²φ̃ − sφ(0) − φ'(0) = s²φ̃ − s. Therefore

κ(q,s) = −(C/q²)(s²φ̃ − s) = (Cs/q²)(1 − sφ̃).

Since 1 − sφ̃ = q²D/(s + q²D),

κ(q,s) = C s D(q,s)/[s + q²D(q,s)].

Suppose D(q,s) has a finite, positive limit D that does not depend on the order. At fixed q, s → 0 gives κ(q,s) ≈ Cs/q² → 0. Setting q = 0 first cancels s and leaves CD(0,s), which tends to CD = κ. The ambiguity then lies entirely in the factor s/(s + q²D).

With constant D, this factor is −iω/(Γ − iω). Multiplying numerator and denominator by Γ + iω gives

Re κ(q,ω) = κ ω²/(ω² + Γ²).

For the 10 μm period, 1/Γ = 26.39 ns. At 0.01 rad/ns, ω/Γ = 0.2639 and the formula gives 0.0696/1.0696 = 0.065, the value found at the start.

**What the phonons contribute**

A model is needed to check that D(q,s) behaves as supposed. Take grey phonons, all with speed v and lifetime τ, whose collisions conserve energy and make the directions isotropic. Let g(μ,t) be the energy density for direction cosine μ relative to q, and let ⟨…⟩ now denote the average over directions, so that e = ⟨g⟩. Then

∂g/∂t + iqvμ g = −(g − e)/τ.

Equilibrium fluctuations in different directions are independent. The correlation of g with the initial energy therefore starts uniform in μ and evolves by the same equation. With unit initial value, its Laplace transform G obeys

(s + 1/τ + iqvμ) G = 1 + φ̃/τ.

Divide by the bracket and average. With x = qvτ and u = 1 + sτ, the average of the inverse bracket is

G₀ = τ⟨1/(u + ixμ)⟩ = (τ/x) arctan(x/u),

because the part odd in μ cancels. Thus φ̃ = G₀(1 + φ̃/τ), or 1/φ̃ = 1/G₀ − 1/τ. Comparison with the definition of D(q,s) gives

D(q,s) = [x/arctan(x/u) − 1 − sτ]/(τq²).

For small y, y/arctan y = 1 + y²/3 − 4y⁴/45 + …. Setting y = x/u gives

D(q,s) = [D₀/(1 + sτ)][1 − 4x²/(15u²) + …], D₀ = v²τ/3.

Both orders of limits give D₀, so in this model the supposition holds. The example has v = 6 nm/ps, τ = 8 ps and C = 1.6 MJ/(m³ K). The mean free path is 48 nm, D₀ = 36 × 8/3 = 96 nm²/ps = 0.96 cm²/s, and κ = CD₀ = 154 W/(m K).

The diffusive decay rate follows from s + q²D(q,s) = 0. This requires arctan(x/u) = x, so u = x cot x, and the rate is

−s = (1 − x cot x)/τ, for x < π/2.

At a period of 1 μm, x = 0.302 and this is 1.006 times D₀q². At 0.1 μm, x = 3.0: there is no diffusive pole, and no diffusive plateau should be expected.

**A static drive and a static source**

The zero at fixed q can be seen directly in this model. A temperature wave in local equilibrium, g = CT, streams at the rate −vμC ∂T/∂x. A thermal drive F that acts like −∂T/∂x therefore adds a source CFvμ to the phonon equation. The current response per unit F is C⟨vμ(s + L)⁻¹vμ⟩, where L contains streaming and collisions. This is the same κ(q,s), since equilibrium current correlations also start proportional to vμ and evolve under L.

For a static drive, try a g that does not depend on direction. The collision term vanishes and iqvμ g = CFvμ, so g = CF/(iq). Its current ⟨vμg⟩ is zero. Its temperature is T = g/C = F/(iq), so the temperature gradient iqT equals F. The material has built a gradient that cancels the drive, and κ(q,0) = 0 records that cancellation.

Steady periodic heating asks a different question. A source h that is uniform in direction requires iqj = h. It produces e = hφ̃(0) = h/[q²D(q,0)] and T = e/C. The conductivity defined by the actual temperature gradient is

−j/(iqT) = h/(q²T) = C D(q,0).

At 1 μm this is 0.977 κ, although κ(q,0) vanishes at the same period. The reduction of 2.3% relative to κ comes from the finite phonon path; its leading estimate is 4x²/15 = 0.024. The static response to an external drive and the static response to an actual gradient are different quantities.

**Weighing storage against memory**

Storage suppresses the response when ω is not large compared with Γ. Memory suppresses it when ω is not small compared with 1/τ. To include both at small x, use D(q,s) ≈ D₀/(1 + sτ):

κ(q,s)/κ ≈ s/[s(1 + sτ) + Γ] = −iω/(Γ − ω²τ − iω).

The real part is

Re κ(q,ω)/κ ≈ ω²/[ω² + (Γ − ω²τ)²].

The useful window is Γ ≪ ω ≪ 1/τ. Inside it, the two effects cancel at ω² = Γ/τ = q²v²/3, and this approximation reaches 1. The finite path lowers the maximum: replacing D₀ by D₀(1 − 4x²/15) gives a height of 1 − 4x²/15 to leading order. For 10 μm, x = 0.0302 and the predicted height is 0.99976. The full phonon equation gives the same value, near 2.18 rad/ns.

In time, K/κ has the transform 1/(τs² + s + Γ). For Γτ < 1/4 its poles lie at −λ₁ and −λ₂, with λ₁ ≈ Γ and λ₂ ≈ 1/τ when Γτ ≪ 1. Inversion gives

K(q,t)/κ ≈ (e^{−λ₁t} − e^{−λ₂t})/[τ(λ₂ − λ₁)].

At the maximum the derivative vanishes, so λ₂e^{−λ₂t} = λ₁e^{−λ₁t}, and

t_max = ln(λ₂/λ₁)/(λ₂ − λ₁) ≈ τ ln[1/(Γτ)].

For 10 μm this is 8 ps × 8.10 = 65 ps, in agreement with the full solution. The computed maximum of K is 0.998 κ at 10 μm, 0.905 κ at 1 μm and 0.329 κ at 0.1 μm. As the period shrinks, storage begins to remove energy current before the microscopic part has been fully collected. The transform 1/(τs² + s + Γ), which contains only storage and memory, gives 0.920 κ at 1 μm and 0.391 κ at 0.1 μm. The remaining reduction comes from the finite path.

This sets a condition for simulations that use a current at q = 2π/L. The plateau must be read in the interval

τ ≪ t ≪ 1/Γ = L²/(4π²D).

If the interval does not exist, a longer integration cannot create it. The exact q = 0 current of a periodic cell is free of this particular restriction, although the cell may alter the available phonons in other ways.

**The transverse current**

The zero belongs to the longitudinal current. Let q point along x and consider the current along y. It does not enter the conservation law for e_q. In the grey model its initial distribution is proportional to v_y, which averages to zero around the x axis, so it creates no energy fluctuation and nothing returns through the collision term. Its static response is

κ_T(q,0) = C⟨v_y²/(1/τ + iqvμ)⟩ = (Cv²τ/2)⟨(1 − μ²)/(1 + x²μ²)⟩.

With a = arctan(x)/x, the two averages needed are ⟨1/(1 + x²μ²)⟩ = a and ⟨μ²/(1 + x²μ²)⟩ = (1 − a)/x². Since Cv²τ = 3κ,

κ_T(q,0) = (3κ/2)[a − (1 − a)/x²] = κ(1 − x²/5 + …).

At 1 μm this is 0.982 κ, while the longitudinal response at the same wavevector and zero frequency is zero. For the transverse current, frequency may go to zero first.

**Silicon and the missing long paths**

The parameters are rough values in the regime of silicon at 300 K, chosen to give a conductivity near 150 W/(m K). The assumption that fails most clearly there is the single mean free path, since phonons with much longer paths carry a substantial part of the heat. As an illustration, keep C, v and κ fixed, but let half the conductivity come from phonons with a path of 1 μm and the rest from phonons with a path of 24.6 nm. The maximum of K then falls from 0.905 κ to 0.552 κ at a period of 1 μm, and from 0.998 κ to 0.904 κ at 10 μm. The grey model thus makes the required length look too short. Two other neglected effects are much smaller. The quantum correction to the symmetrized fluctuation spectrum at ω = 1/τ is about 10⁻⁶ relative to the classical value (about 1.6 × 10⁻³ for the unsymmetrized one), and the difference between the heat capacities at constant pressure and constant volume is about 0.1% of C. The first estimate concerns only the slow energy fluctuations. The phonons themselves are not classical at 300 K: the value of C used here is about 23% below the classical limit of 3k_B per atom, so a classical molecular dynamics simulation of silicon has a different heat capacity, and its conductivity can differ too. The model also omits collisions that conserve phonon momentum, and their effect has not been estimated here.

**Where the argument needs care**

The bound on transferred energy needs conservation, stationarity and a finite energy variance. It does not need diffusion. Recovery of κ at q → 0 needs more: the current correlation at q = 0 must have a finite time integral. If that integral diverges, the correct order of limits does not produce a finite conductivity. In a fluid, convection and sound must be treated separately before the remaining heat current can be analysed in this way. An unpinned crystal at q ≠ 0 needs similar care. If e_q is evaluated at the moving atomic positions, it contains the energy per atom times the density fluctuation, and this part is carried by sound. For silicon, with a cohesive energy of 4.63 eV and a longitudinal modulus of 166 GPa, its variance is roughly 17 times V k_B T² C. The enthalpy carried with the atoms must be subtracted, or the energy assigned to fixed lattice sites as in the chain above. Only then do the 0.1% estimate and the plateau rule apply.

When these conditions hold, q → 0 first means that the current is observed before energy has had time to cross a wavelength. The later limit ω → 0 then collects all the microscopic memory without the return flow. The numerical output below gives the phonon-model and chain results on which these values rest.

Computed results

```
GREY PHONONS
temperature = 300 K
heat capacity = 1.60 MJ/(m^3 K)
speed = 6.0 nm/ps, lifetime = 8.0 ps
mean free path = 48.0 nm
diffusivity = 0.960 cm^2/s
conductivity = 153.6 W/(m K)
period 0.1 um: q*mfp = 3.0159, 1/Gamma = 0.002639 ns
  peak K/kappa = 0.32888 at 5.07 ps
period 1.0 um: q*mfp = 0.3016, 1/Gamma = 0.2639 ns
  peak K/kappa = 0.90476 at 28.34 ps
period 10.0 um: q*mfp = 0.0302, 1/Gamma = 26.39 ns
  peak K/kappa = 0.99761 at 64.74 ps
peak shift at 1 um, 32 to 64 directions = 4.1e-15
10 um: K/kappa at t=1/Gamma = 0.3680
10 um: current correlation there / initial = -1.116e-04
10 um: Gamma*tau = 3.032e-04, peak-time law = 64.81 ps
fixed period 10 um, falling frequency: Re kappa(q,w)/kappa
  w = 1.000 rad/ns: 0.998865
  w = 0.100 rad/ns: 0.874709
  w = 0.010 rad/ns: 0.065105
  w = 0.001 rad/ns: 0.000696
fixed w = 1 rad/ns, growing period: Re kappa(q,w)/kappa
  period = 1 um: 0.066681
  period = 10 um: 0.998865
  period = 100 um: 0.999939
10 um: spectral maximum/kappa = 0.999758 near 2.177 rad/ns
1 um static drive: thermal gradient/drive = 1.000000
1 um steady heating: C*D(q,0)/kappa = 0.97684
1 um exact diffusion rate/(D q^2) = 1.00612
1 um static transverse response/kappa = 0.98248
NEGLECTED EFFECTS
two groups: paths 24.6 and 1000 nm, long-path heat capacity 2.4 %
  period 1 um: peak K/kappa = 0.5522 (grey 0.9048)
  period 10 um: peak K/kappa = 0.9038 (grey 0.9976)
hbar/(tau kB T) = 3.18e-03, quantum correction = 8.4e-07
rough expansion 8e-06 1/K, modulus 100 GPa
(Cp-Cv)/C = 1.2e-03
MICROSCOPIC CHAIN (reduced units)
sites = 128, copies = 200, T = 1.0, q = 0.0491
kappa from q=0 = 2.68, energy variance = 0.843
1/Gamma = 131, conservation mismatch = 7.1e-03
variance of transferred energy per site
  t = 100: q=0 503, q>0 369, predicted q>0 374
  t = 400: q=0 2248, q>0 670, predicted q>0 667
```
